# How Many Breakdown Failures Fix a Weibull Slope to Five Percent?

**Question.** A set of $n$ identical oxide capacitors is held at constant stress until every one has broken down. The failure times are fitted by a Weibull distribution. How large is the relative standard error of the fitted slope, how does it scale with $n$, and how many failures bring it down to five percent?

**Answer.** For a maximum-likelihood fit with both Weibull parameters unknown, the relative standard error at large $n$ is

$$
\frac{\mathrm{SE}(\hat\beta)}{\beta}\simeq\frac{\sqrt6}{\pi}\frac1{\sqrt n}\approx\frac{0.78}{\sqrt n}.
$$

Five percent then requires 244 failures by this formula, and about 250 once the finite-sample correction is included. The error depends neither on the slope nor on the time scale, and at large $n$ halving it takes four times as many failures. The derivation below also shows how far the large-$n$ estimate can be trusted and what a five percent slope error does to a projected lifetime.

**The model and its scores**

The failure times $t$ are assumed to be independent draws from one population with

$$
F(t)=1-\exp[-(t/\eta)^\beta],
$$

where $\beta$ is the slope and $\eta$ the scale time. Times are in seconds, since atomic units would be unnatural here. Define

$$
z=\beta(\ln t-\ln\eta),\qquad Y=e^z=(t/\eta)^\beta .
$$

The probability that $Y$ exceeds $y$ is $e^{-y}$, so $Y$ is a unit exponential variable. Differentiating $F=1-\exp(-e^z)$ with respect to $\ln t$, with $dz/d\ln t=\beta$, gives the density of $\ln t$. Its logarithm is

$$
\ell=\ln\beta+z-e^z .
$$

It is convenient to use $\ln\eta$ and $\ln\beta$ as parameters, because a small error in $\ln\beta$ is a relative error in $\beta$. At fixed $t$, $\partial z/\partial\ln\eta=-\beta$ and $\partial z/\partial\ln\beta=z$. The derivatives of $\ell$, called scores, are therefore

$$
s_\eta=\beta(Y-1),\qquad s_\beta=1+z-zY=1-z(Y-1).
$$

**The information carried by one failure**

The averages needed are derivatives of the gamma function, since

$$
E[Y^a(\ln Y)^m]=\int_0^\infty y^a(\ln y)^m e^{-y}\,dy=\Gamma^{(m)}(a+1).
$$

With Euler's constant $\gamma$, $\Gamma'(1)=-\gamma$ and $\Gamma''(1)=\gamma^2+\pi^2/6$. Differentiating $\Gamma(x+1)=x\Gamma(x)$ once and twice gives

$$
\Gamma'(x+1)=x\Gamma'(x)+\Gamma(x),\qquad
\Gamma''(x+1)=x\Gamma''(x)+2\Gamma'(x).
$$

Hence $\Gamma'(2)=1-\gamma$ and $\Gamma'(3)=2(1-\gamma)+1=3-2\gamma$. It follows that

$$
E[z(Y-1)]=(1-\gamma)+\gamma=1,
$$

so both scores have zero mean. The information matrix $I$ is the average of their products. Its first element is

$$
I_{\eta\eta}=\beta^2E[(Y-1)^2]=\beta^2(2-2+1)=\beta^2 .
$$

For the mixed element,

$$
\begin{aligned}
I_{\eta\beta}&=\beta E[(Y-1)-z(Y-1)^2]\\
&=-\beta[(3-2\gamma)-2(1-\gamma)-\gamma]
=-\beta(1-\gamma).
\end{aligned}
$$

For the last element, the recurrence gives $\Gamma''(3)=2\Gamma''(2)+2(1-\gamma)$, so

$$
\begin{aligned}
E[z^2(Y-1)^2]&=\Gamma''(3)-2\Gamma''(2)+\Gamma''(1)\\
&=2(1-\gamma)+\gamma^2+\frac{\pi^2}{6}.
\end{aligned}
$$

Therefore

$$
\begin{aligned}
I_{\beta\beta}&=1-2E[z(Y-1)]+E[z^2(Y-1)^2]\\
&=1-2+2-2\gamma+\gamma^2+\frac{\pi^2}{6}
=\frac{\pi^2}{6}+(1-\gamma)^2 .
\end{aligned}
$$

**From information to standard error**

Let $\delta$ be the vector of errors in $(\ln\eta,\ln\beta)$. The fit makes the summed score vanish at the fitted parameters. Expanding about the true parameters requires the mean derivative of the score. Differentiating $E[s]=0$ with respect to the parameters, including those in the probability density, gives $E[\partial s]+E[ss^T]=0$, so this mean derivative is $-I$. To leading order in large $n$,

$$
0\simeq\sum_i s_i-nI\delta,
\qquad
\delta\simeq I^{-1}\frac1n\sum_i s_i .
$$

The independent scores each have covariance $I$, so the covariance of $\delta$ is $I^{-1}I I^{-1}/n=I^{-1}/n$. The determinant is

$$
\det I=\beta^2\left[\frac{\pi^2}{6}+(1-\gamma)^2\right]-\beta^2(1-\gamma)^2
=\frac{\beta^2\pi^2}{6},
$$

and the inverse is

$$
I^{-1}=\frac{6}{\pi^2\beta^2}
\begin{pmatrix}
\pi^2/6+(1-\gamma)^2&\beta(1-\gamma)\\
\beta(1-\gamma)&\beta^2
\end{pmatrix}.
$$

Its lower-right element gives

$$
\mathrm{Var}(\ln\hat\beta)\simeq\frac{6}{\pi^2n}.
$$

Since $\hat\beta/\beta-1=e^{\delta_\beta}-1\simeq\delta_\beta$, the square root is the relative standard error stated above. The slope has cancelled.

If $\eta$ were known, only $\ln\beta$ would be fitted and its variance would be $1/(nI_{\beta\beta})$. The coefficient would fall from 0.7797 to 0.7405, and the large-$n$ formula would ask for 220 failures. The additional 24 failures are the cost of determining the time scale from the same data.

**The sample for five percent**

Setting the relative standard error to 0.05 gives

$$
n=\left(\frac{0.7797}{0.05}\right)^2\approx243.2 .
$$

The next integer is 244. The asymptotic error is 5.002 percent at 243 failures and 4.991 percent at 244.

This target is one standard error. If five percent is instead to be the half-width of a 95 percent interval, the normal approximation multiplies the standard error by 1.960. The requirement becomes $(1.960\times0.7797/0.05)^2$, which rounds up to 935 failures.

**How good is the large-$n$ estimate?**

Changing $\eta$ shifts all values of $\ln t$, and changing $\beta$ stretches them. The fit follows both changes, so the distribution of $\hat\beta/\beta$ depends on $n$ alone. Simulation with 20,000 samples at each size gives the following standard deviations of the fitted slope, relative to the true slope:

| $n$ | Asymptotic | Simulated | Mean bias |
|---:|---:|---:|---:|
| 20 | 17.4% | 20.6% | 7.6% |
| 244 | 4.99% | 5.05% | 0.57% |
| 260 | 4.84% | 4.89% | 0.53% |

At 20 failures the asymptotic formula is noticeably optimistic. At 244 it is low by about one percent of its value, enough to put the actual standard deviation just above the target.

The direction of this discrepancy follows from a bound combined with the positive bias found in the simulation. Let $T$ be any unbiased estimator of $\beta$, and let $S_\eta,S_\beta$ be the scores summed over the sample. Differentiating $E[T]=\beta$ with respect to $\ln\beta$ and $\ln\eta$ gives $E[TS_\beta]=\beta$ and $E[TS_\eta]=0$. Now form the linearized slope error

$$
L=\frac{6}{\pi^2n}\left[S_\beta+\frac{1-\gamma}{\beta}S_\eta\right],
$$

which is the slope component of $\delta$ found above. Its variance is $6/(\pi^2n)$, and its covariance with $T$ is $6\beta/(\pi^2n)$. The Cauchy–Schwarz inequality then requires

$$
\mathrm{Var}(T)\ge\frac{[6\beta/(\pi^2n)]^2}{6/(\pi^2n)}
=\frac{6\beta^2}{\pi^2n}.
$$

Let $m_n=E[\hat\beta/\beta]$. Because $m_n$ does not depend on the parameters, $\hat\beta/m_n$ is unbiased and obeys this bound. The relative standard deviation of $\hat\beta$ itself is thus at least $m_n\sqrt6/(\pi\sqrt n)$. With the simulated bias at $n=244$, this lower bound is $1.0057\times4.991\approx5.02$ percent, consistent with the simulated 5.05 percent.

The remaining shortfall is small. Write the actual error as the asymptotic one times $1+a/n$. The simulation at 244 gives $a\approx3$. Solving for five percent gives $n\approx243.2(1+a/n)^2\approx243.2+2a$, or about 249.2, which rounds up to 250 failures. This refinement assumes a $1/n$ correction and carries the simulation noise in $a$; the simulations themselves establish that 244 just misses the target and 260 meets it.

**What the slope error does to a lifetime**

Suppose a product has $R$ times the area of a test capacitor, and breakdown of any part is a product failure. If equal areas fail independently, their survival probabilities multiply. The time $t_F$ at which a fraction $F$ of products has failed satisfies

$$
\exp[-R(t_F/\eta)^\beta]=1-F .
$$

Taking logarithms twice gives

$$
\ln t_F=\ln\eta+\frac{w}{\beta},
\qquad
w=\ln\left[\frac{-\ln(1-F)}{R}\right].
$$

A small parameter error changes $\ln t_F$ by $\delta_\eta-(w/\beta)\delta_\beta$. Using all elements of $I^{-1}/n$,

$$
\begin{aligned}
\mathrm{Var}(\ln\hat t_F)
&\simeq\frac1{n\beta^2}\left[1+\frac6{\pi^2}(1-\gamma)^2
-\frac{12}{\pi^2}w(1-\gamma)+\frac6{\pi^2}w^2\right]\\
&=\frac1{n\beta^2}\left[1+\frac6{\pi^2}(1-\gamma-w)^2\right].
\end{aligned}
$$

The error is smallest at $w=1-\gamma$. For the test capacitors themselves, $R=1$, this is the time by which about 78 percent have failed. There the term $-(w/\beta)\delta_\beta$ cancels the part of $\delta_\eta$ that is correlated with $\delta_\beta$. What remains is $S_\eta/(n\beta^2)$, whose standard error is $1/(\beta\sqrt n)$. Far in the early-failure tail, $|w|$ is large and the error approaches $(|w|/\beta)$ times the relative slope error.

Take the round model values $\beta=1.2$, $\eta=10^5$ s, $R=1000$ and $F=10^{-4}$. Then $w=-16.118$, and

$$
t_F=10^5\,e^{-16.118/1.2}\ \text{s}\approx0.147\ \text{s}.
$$

This is a lifetime at the test stress; no extrapolation in voltage or temperature is included. For 244 failures, $1-\gamma-w=16.541$, so

$$
\mathrm{SE}(\ln\hat t_F)\simeq
\frac{\sqrt{1+0.6079\times16.541^2}}{1.2\sqrt{244}}
\approx0.690 .
$$

Refitting the simulated samples gives 0.689. The slope error alone contributes $(16.118/1.2)\times0.04991\approx0.670$, so it dominates. One standard error in $\ln t_F$ is a factor $e^{0.690}\approx2.0$ in lifetime, from about 0.07 s to 0.29 s around the true value; the positive slope bias shifts the fitted lifetimes up by a further four percent or so. A five percent slope error is therefore compatible with a twofold lifetime uncertainty, even when the Weibull model is correct.

**When 244 is not the answer**

The number belongs to the fitting method as well as to the data. A least-squares line through the Weibull plot, with $\ln[-\ln(1-F_i)]$ regressed on $\ln t_i$ and $F_i=(i-0.3)/(n+0.4)$ for the $i$th failure, gives a simulated slope error of 6.67 percent at $n=244$. Scaling this value as $1/\sqrt n$ suggests about 430 failures for five percent, but $\sqrt n$ times the error still rises slightly with $n$, toward about 1.05, so this fit needs about 440.

The calculation also requires complete failure data. If the test stops early, the likelihood contains survival terms for the unfailed devices, and the averages above no longer apply. Nor does the result cover a mixture of early and intrinsic breakdown, for which a single $\beta$ does not describe the population. More failures reduce the sampling error of the fit, but they do not remove an error in the assumed distribution. The full set of computed values is in the numerical output.

## Values computed for the example and the checks

```
Weibull slope beta = 1.2 (dimensionless)
Scale time eta = 100000 s
Information, eta-eta = 1.44000 (dimensionless)
Information, eta-beta = -0.50734 (dimensionless)
Information, beta-beta = 1.82368 (dimensionless)
Error coefficient, both unknown = 0.77970 (dimensionless)
Error coefficient, eta known = 0.74050 (dimensionless)
Target relative standard error = 5.0 percent
Unrounded sample size = 243.17 failures
Required sample size = 244 failures
Asymptotic error at n=243 = 5.0018 percent
Asymptotic error at n=244 = 4.9915 percent
Required sample, eta known = 220 failures
Normal 95 percent multiplier = 1.960 (dimensionless)
Sample for 5 percent half-width at 95 percent = 935 failures
Simulated samples for each n = 20000
n=20: asymptotic slope error = 17.435 percent
n=20: simulated slope SD = 20.618 percent
n=20: simulation error of SD = 0.152 percent points
n=20: mean slope bias = 7.632 percent
n=20: simulation error of bias = 0.055 percent points
n=244: asymptotic slope error = 4.991 percent
n=244: simulated slope SD = 5.053 percent
n=244: simulation error of SD = 0.007 percent points
n=244: mean slope bias = 0.574 percent
n=244: simulation error of bias = 0.004 percent points
n=260: asymptotic slope error = 4.835 percent
n=260: simulated slope SD = 4.889 percent
n=260: simulation error of SD = 0.009 percent points
n=260: mean slope bias = 0.531 percent
n=260: simulation error of bias = 0.004 percent points
n=244: line-fit slope SD = 6.67 percent
Area ratio = 1000 (dimensionless)
Allowed product failure fraction = 1.0e-04 (dimensionless)
Projected ordinate w = -16.1180 (dimensionless)
Projected lifetime at stress = 0.1468 s
Standard error of ln lifetime, formula = 0.6901 (dimensionless)
Standard error of ln lifetime, simulated = 0.6890 (dimensionless)
Slope-only part of that error = 0.6704 (dimensionless)
One-standard-error lifetime factor = 1.994 (dimensionless)
```
